# Two Normalizations of the Julliere Ratio at Polarization 0.5: a numerical check

```python
"""Julliere model: resistance change of a magnetic tunnel junction.

Result under test, for identical electrodes of spin polarization P:
    (R_AP - R_P) / R_P  = 2 P^2 / (1 - P^2)   -> 2/3 at P = 0.5
    (R_AP - R_P) / R_AP = 2 P^2 / (1 + P^2)   -> 2/5 at P = 0.5
R_P, R_AP: resistance with parallel and antiparallel magnetizations.
P = (N_maj - N_min) / (N_maj + N_min), N = density of states per spin.
Currents are obtained by integrating golden-rule flow over energy.
Energies are in eV, densities of states in 1/eV, currents in A.
"""
import numpy as np
from scipy.constants import e, hbar, k
from scipy.integrate import trapezoid
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import expit

POLARIZATION = 0.5
TOTAL_DOS = 4000.0        # 1/eV, both spins together
MATRIX_ELEMENT = 1.0e-6   # eV, root mean square
LOW_BIAS = 1.0e-3         # V
HIGH_BIAS = 0.5           # V
TEMPERATURE = 10.0        # K
MINORITY_SLOPE = 1.5      # 1/eV, relative slope of the minority density


def electrode(polarization, minority_slope=0.0):
    """Rows: spin up (majority), spin down. Columns: density, slope."""
    majority = TOTAL_DOS * (1 + polarization) / 2
    minority = TOTAL_DOS * (1 - polarization) / 2
    return np.array([[majority, 0.0], [minority, minority_slope]])


def spin_currents(left, right, bias):
    """Current of each spin; each band structure moves with its Fermi level."""
    thermal = k * TEMPERATURE / e
    edge = bias / 2 + 40 * thermal
    energy = np.linspace(-edge, edge, 20001)
    from_left = energy - bias / 2
    from_right = energy + bias / 2
    window = expit(-from_left / thermal) - expit(-from_right / thermal)
    prefactor = 2 * np.pi * e**2 / hbar * MATRIX_ELEMENT**2
    currents = []
    for (dos_l, slope_l), (dos_r, slope_r) in zip(left, right):
        product = (dos_l * (1 + slope_l * from_left)
                   * dos_r * (1 + slope_r * from_right))
        currents.append(prefactor * trapezoid(product * window, energy))
    return np.array(currents)


def resistances(left, right, bias):
    """Parallel and antiparallel resistance; reversal swaps spins on the right."""
    parallel = bias / spin_currents(left, right, bias).sum()
    antiparallel = bias / spin_currents(left, right[::-1], bias).sum()
    return parallel, antiparallel


def exact_decay_rate(level_density, coupling, half_width=200):
    """Decay rate of one level coupled to evenly spaced levels, hbar = 1."""
    count = int(half_width * level_density)
    levels = np.arange(-count, count + 1) / level_density
    hamiltonian = np.diag(np.concatenate(([0.0], levels)))
    hamiltonian[0, 1:] = coupling
    hamiltonian[1:, 0] = coupling
    values, vectors = eigh(hamiltonian)
    weights = vectors[0] ** 2
    early, late = 0.5, 2.0
    survival = [abs(np.sum(weights * np.exp(-1j * values * t)))**2
                for t in (early, late)]
    return np.log(survival[0] / survival[1]) / (late - early)


# Golden rule against exact time evolution, for two final-state densities.
# The tolerance allows for the finite width of the band of final levels.
coupling = 0.2
exact_rates = [exact_decay_rate(density, coupling) for density in (1, 3)]
golden_rates = [2 * np.pi * coupling**2 * density for density in (1, 3)]
assert np.allclose(exact_rates, golden_rates, rtol=1e-2)

# Main example: integrated currents against the closed formulas.
metal = electrode(POLARIZATION)
currents_p = spin_currents(metal, metal, LOW_BIAS)
currents_ap = spin_currents(metal, metal[::-1], LOW_BIAS)
r_p, r_ap = resistances(metal, metal, LOW_BIAS)
ratio_to_p = (r_ap - r_p) / r_p
ratio_to_ap = (r_ap - r_p) / r_ap
p2 = POLARIZATION**2
assert np.isclose(ratio_to_p, 2 * p2 / (1 - p2), rtol=1e-8)
assert np.isclose(ratio_to_ap, 2 * p2 / (1 + p2), rtol=1e-8)
assert round(100 * ratio_to_p) == 67 and round(100 * ratio_to_ap) == 40
conductance_scale = 2 * np.pi * e**2 / hbar * MATRIX_ELEMENT**2
formula_g_p = conductance_scale * TOTAL_DOS**2 * (1 + p2) / 2
formula_g_ap = conductance_scale * TOTAL_DOS**2 * (1 - p2) / 2
assert np.isclose(1 / r_p, formula_g_p, rtol=1e-7)
assert np.isclose(1 / r_ap, formula_g_ap, rtol=1e-7)

# Conversion between the normalizations, and unequal electrodes.
pol_1, pol_2 = 0.3, 0.6
u_p, u_ap = resistances(electrode(pol_1), electrode(pol_2), LOW_BIAS)
unequal_to_p = (u_ap - u_p) / u_p
unequal_to_ap = (u_ap - u_p) / u_ap
assert np.isclose(unequal_to_p, 2 * pol_1 * pol_2 / (1 - pol_1 * pol_2))
assert np.isclose(unequal_to_ap, 2 * pol_1 * pol_2 / (1 + pol_1 * pol_2))
for x, y in ((ratio_to_p, ratio_to_ap), (unequal_to_p, unequal_to_ap)):
    assert np.isclose(y, x / (1 + x)) and np.isclose(x, y / (1 - y))


# Polarization inferred from a ratio, by root search on integrated currents.
def infer_polarization(target, normalize_to_parallel):
    def mismatch(polarization):
        metal_try = electrode(polarization)
        low, high = resistances(metal_try, metal_try, LOW_BIAS)
        base = low if normalize_to_parallel else high
        return (high - low) / base - target
    return brentq(mismatch, 0.01, 0.95)


right_reading = infer_polarization(ratio_to_ap, False)
wrong_reading = infer_polarization(ratio_to_ap, True)
assert np.isclose(right_reading, np.sqrt(ratio_to_ap / (2 - ratio_to_ap)))
assert np.isclose(wrong_reading, np.sqrt(ratio_to_ap / (2 + ratio_to_ap)))
assert np.isclose(right_reading, POLARIZATION)

# Energy-dependent minority density: the result needs a low bias.
sloped = electrode(POLARIZATION, MINORITY_SLOPE)
sloped_ratios = []
for bias in (LOW_BIAS, HIGH_BIAS):
    s_p, s_ap = resistances(sloped, sloped, bias)
    sloped_ratios.append(s_ap / s_p - 1)
    expected = (10 - (MINORITY_SLOPE * bias)**2 / 6) / 6 - 1
    # The tolerance covers the small thermal broadening left out of the formula.
    assert np.isclose(sloped_ratios[-1], expected, atol=1e-5)
assert abs(sloped_ratios[0] - ratio_to_p) < 1e-5
assert ratio_to_p - sloped_ratios[1] > 0.01

print(f"Polarization of each electrode: {POLARIZATION:.2f}")
print(f"Total density of states: {TOTAL_DOS:.0f} per eV")
print(f"Majority density of states: {metal[0, 0]:.0f} per eV")
print(f"Minority density of states: {metal[1, 0]:.0f} per eV")
print(f"Matrix element: {MATRIX_ELEMENT * 1e6:.1f} micro-eV")
print(f"Bias: {LOW_BIAS * 1e3:.1f} mV")
print(f"Temperature: {TEMPERATURE:.0f} K")
print("Golden-rule test, hbar = 1, arbitrary energy unit:")
print(f"  coupling: {coupling:.2f}")
for density, exact, golden in zip((1, 3), exact_rates, golden_rates):
    print(f"  level density {density}: exact rate {exact:.4f}, "
          f"golden rule {golden:.4f}")
print("Conductances from integrated currents:")
for name, currents in (("parallel", currents_p), ("antiparallel", currents_ap)):
    g_up, g_down = currents / LOW_BIAS * 1e9
    print(f"  {name}, spin up: {g_up:.3f} nS")
    print(f"  {name}, spin down: {g_down:.3f} nS")
    print(f"  {name}, total: {g_up + g_down:.3f} nS")
print(f"Parallel resistance: {r_p / 1e6:.2f} megaohm")
print(f"Antiparallel resistance: {r_ap / 1e6:.2f} megaohm")
print(f"Resistance difference: {(r_ap - r_p) / 1e6:.2f} megaohm")
print(f"Resistance quotient R_AP/R_P: {r_ap / r_p:.4f}")
print(f"Ratio normalized to parallel: {100 * ratio_to_p:.2f} percent")
print(f"Ratio normalized to antiparallel: {100 * ratio_to_ap:.2f} percent")
print(f"Unequal electrodes, polarizations: {pol_1:.2f} and {pol_2:.2f}")
print(f"  normalized to parallel: {100 * unequal_to_p:.2f} percent")
print(f"  normalized to antiparallel: {100 * unequal_to_ap:.2f} percent")
print("Polarization inferred from the antiparallel-normalized ratio:")
print(f"  read correctly: {right_reading:.3f}")
print(f"  misread as parallel-normalized: {wrong_reading:.3f}")
print(f"Sloped minority density, slope: {MINORITY_SLOPE:.1f} per eV")
for bias, ratio in zip((LOW_BIAS, HIGH_BIAS), sloped_ratios):
    print(f"  parallel-normalized ratio at {bias:.3f} V: "
          f"{100 * ratio:.2f} percent")
print("every check passed")
```

Printed output:

```
Polarization of each electrode: 0.50
Total density of states: 4000 per eV
Majority density of states: 3000 per eV
Minority density of states: 1000 per eV
Matrix element: 1.0 micro-eV
Bias: 1.0 mV
Temperature: 10 K
Golden-rule test, hbar = 1, arbitrary energy unit:
  coupling: 0.20
  level density 1: exact rate 0.2514, golden rule 0.2513
  level density 3: exact rate 0.7549, golden rule 0.7540
Conductances from integrated currents:
  parallel, spin up: 13.765 nS
  parallel, spin down: 1.529 nS
  parallel, total: 15.294 nS
  antiparallel, spin up: 4.588 nS
  antiparallel, spin down: 4.588 nS
  antiparallel, total: 9.176 nS
Parallel resistance: 65.38 megaohm
Antiparallel resistance: 108.97 megaohm
Resistance difference: 43.59 megaohm
Resistance quotient R_AP/R_P: 1.6667
Ratio normalized to parallel: 66.67 percent
Ratio normalized to antiparallel: 40.00 percent
Unequal electrodes, polarizations: 0.30 and 0.60
  normalized to parallel: 43.90 percent
  normalized to antiparallel: 30.51 percent
Polarization inferred from the antiparallel-normalized ratio:
  read correctly: 0.500
  misread as parallel-normalized: 0.408
Sloped minority density, slope: 1.5 per eV
  parallel-normalized ratio at 0.001 V: 66.67 percent
  parallel-normalized ratio at 0.500 V: 65.10 percent
every check passed
```
